# The k-derivative Sternheimer equation and the position operator on Bloch states: a program that tests the result

```python
"""
Result under test, for a gapped periodic Hamiltonian H (one dimension):
    (H_k - e_n) X_n = -Q_k (dH_k/dk) u_n ,   Q_k X_n = X_n ,
    P_c x psi_nk = exp(i k x) * i X_n ,      X_n = Q_k du_n/dk ,
and X_n needs no self-consistent update of the potential.
Symbols: psi_nk = exp(ikx) u_nk Bloch state, H_k = exp(-ikx) H exp(ikx),
Q_k = 1 - (valence projector at k), P_c = conduction projector of the crystal.
Model: H = p^2/2 + v_ext(x) + g n(x) + D sum_R |beta_R><beta_R|,
n = electron density, beta_R = normalized Gaussian in cell R.
Hartree atomic units. Vectors on the grid have unit norm, so a function
value is the vector entry divided by sqrt(grid spacing).
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import erf
from scipy.constants import physical_constants, angstrom

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] / angstrom
HARTREE_IN_EV = physical_constants["Hartree energy in eV"][0]

a = 4.0              # lattice constant
M = 25               # grid points per cell (odd)
h = a / M
NV = 2               # filled bands, two electrons each
A2, A1, PHASE = 2.0, 0.3, 0.6
g = 0.3              # strength of the density-dependent potential
D, WIDTH, CENTRE = 0.4, 0.5, 0.9
b = 2 * np.pi / a
k0 = 0.3 * b
DK = 1e-4            # step of finite differences in k

x_cell = np.arange(M) * h
G = b * np.arange(-(M // 2), M // 2 + 1)
W = np.exp(1j * np.outer(x_cell, G)) / np.sqrt(M)
v_ext = A2 * np.cos(2 * b * x_cell) + A1 * np.cos(b * x_cell - PHASE)
ONE = np.eye(M)


def dagger(matrix):
    return matrix.conj().T


def bloch_hamiltonian(k, v, strength=D):
    """H_k, its k derivative, and the kinetic part of that derivative."""
    q = k + G
    beta = ((4 * np.pi * WIDTH**2) ** 0.25 / np.sqrt(a)
            * np.exp(-0.5 * (WIDTH * q) ** 2 - 1j * q * CENTRE))
    dbeta = (-WIDTH**2 * q - 1j * CENTRE) * beta
    ham = np.diag(0.5 * q**2) + strength * np.outer(beta, beta.conj())
    dnl = np.outer(dbeta, beta.conj())
    dnl = strength * (dnl + dagger(dnl))
    ham = W @ ham @ dagger(W) + np.diag(v)
    dkin = W @ np.diag(q) @ dagger(W)
    return ham, dkin + W @ dnl @ dagger(W), dkin


def solve_projected(ham, energies, states, rhs, shift=3.0):
    """Solve (H - e_n) Y_n = rhs_n in the conduction space."""
    pv = states @ dagger(states)
    return np.column_stack([
        np.linalg.solve(ham + shift * pv - energies[n] * ONE, rhs[:, n])
        for n in range(NV)])


def k_derivative(k, v, strength=D, shift=3.0):
    ham, dham, _ = bloch_hamiltonian(k, v, strength)
    e, u = eigh(ham)
    uv = u[:, :NV]
    qc = ONE - uv @ dagger(uv)
    return e, u, qc, solve_projected(ham, e, uv, -qc @ dham @ uv, shift)


def valence_projector(k, v, strength=D):
    u = eigh(bloch_hamiltonian(k, v, strength)[0])[1][:, :NV]
    return u @ dagger(u)


def k_mesh(nk, start):
    fraction = start / b + np.arange(nk) / nk
    return b * ((fraction + 0.5) % 1.0 - 0.5)


def self_consistent_potential(nk, start):
    v = v_ext + g * 2 * NV / a
    for _ in range(300):
        n = np.zeros(M)
        for k in k_mesh(nk, start):
            u = eigh(bloch_hamiltonian(k, v)[0])[1][:, :NV]
            n += 2 * np.sum(abs(u) ** 2, axis=1) / (nk * h)
        change = v_ext + g * n - v
        if np.max(abs(change)) < 1e-12:
            return v
        v = v + 0.7 * change
    raise RuntimeError("self-consistency not reached")


def relative(value, reference):
    return np.max(abs(value - reference)) / np.max(abs(reference))


# ---------- ground state and Sternheimer solution at k0 ----------
NK = 16
v = self_consistent_potential(NK, k0)
bands = np.array([eigh(bloch_hamiltonian(k, v)[0], eigvals_only=True)
                  for k in np.linspace(-b / 2, b / 2, 81)])
gap = bands[:, NV].min() - bands[:, NV - 1].max()
valence_width = bands[:, NV - 1].max() - bands[:, 0].min()
assert gap > 0.2 and valence_width < 3.0
e, u, qc, X = k_derivative(k0, v)
uv = u[:, :NV]
ham, dham, dkin = bloch_hamiltonian(k0, v)
assert relative(k_derivative(k0, v, shift=6.0)[3] @ dagger(uv),
                X @ dagger(uv)) < 1e-9

# ---------- finite differences of the valence projector ----------
fd = qc @ (valence_projector(k0 + DK, v)
           - valence_projector(k0 - DK, v)) @ uv / (2 * DK)
err_projector = relative(fd, X)
assert err_projector < 1e-6

# ---------- single-band derivative, slope and choice of phase ----------
ep, up = eigh(bloch_hamiltonian(k0 + DK, v)[0])
em, um = eigh(bloch_hamiltonian(k0 - DK, v)[0])
slope = np.real(np.diag(dagger(uv) @ dham @ uv))
assert np.max(abs((ep - em)[:NV] / (2 * DK) - slope)) < 1e-6
GAMMA = 3.0          # slope of an added phase exp(i GAMMA (k - k0))
full_norms = []
for gamma in (0.0, GAMMA):
    du = np.zeros((M, NV), complex)
    for n in range(NV):
        for sign, other in ((1, up[:, n]), (-1, um[:, n])):
            overlap = np.vdot(uv[:, n], other)
            aligned = other * abs(overlap) / overlap
            du[:, n] += (sign * aligned * np.exp(1j * sign * gamma * DK)
                         / (2 * DK))
    left = ham @ du - du * e[:NV]
    right = -(dham @ uv - uv * slope)
    assert relative(left, right) < 1e-5
    assert relative(qc @ du, X) < 1e-6
    full_norms.append(np.linalg.norm(du[:, 1]))
assert full_norms[1] > full_norms[0] + 0.1

# ---------- touching valence bands ----------
v_touch = A2 * np.cos(2 * b * x_cell)
et, ut, qt, Xt = k_derivative(b / 2, v_touch, strength=0.0)
splitting = abs(et[1] - et[0])
assert splitting < 1e-7 and et[2] - et[1] > 0.1
fd = qt @ (valence_projector(b / 2 + DK, v_touch, 0.0)
           - valence_projector(b / 2 - DK, v_touch, 0.0)) @ ut[:, :NV]
err_touch = relative(fd / (2 * DK), Xt)
assert err_touch < 1e-6

# ---------- omission of the nonlocal part of dH_k/dk ----------
X_kin = solve_projected(ham, e, uv, -qc @ dkin @ uv)
err_kin = np.linalg.norm(X_kin - X, axis=0) / np.linalg.norm(X, axis=0)
assert err_kin.max() > 1e-3


# ---------- position operator in real-space supercells ----------
def supercell(cells):
    """Positions, cell-grid indices, and H without its local potential."""
    size = cells * M
    steps = np.arange(size) - (size - 1) // 2
    x = steps * h
    length = cells * a
    q = 2 * np.pi * np.fft.fftfreq(size, d=h)
    base = np.fft.ifft(0.5 * q[:, None] ** 2
                       * np.fft.fft(np.eye(size), axis=0), axis=0).real
    for cell in range(cells):
        d = (x - CENTRE - cell * a + length / 2) % length - length / 2
        beta = (np.sqrt(h) * (np.pi * WIDTH**2) ** -0.25
                * np.exp(-0.5 * (d / WIDTH) ** 2))
        base += D * np.outer(beta, beta)
    return x, steps % M, 0.5 * (base + base.T)


def occupied(matrix, cells):
    return eigh(matrix, subset_by_index=[0, NV * cells - 1])[1]


SIZES = (5, 11, 21)
err_position = []
for cells in SIZES:
    x, index, base = supercell(cells)
    occ = occupied(base + np.diag(v[index]), cells)
    phase = np.exp(1j * k0 * x)[:, None]
    x_psi = x[:, None] * phase * uv[index]
    projected = x_psi - occ @ (occ.T @ x_psi)
    predicted = phase * 1j * X[index]
    middle = abs(x) < a / 2
    err_position.append(relative(projected[middle], predicted[middle]))
probe = (len(x) - 1) // 2 + 6
probe_values = (abs(projected[probe, 1]) / np.sqrt(h),
                abs(predicted[probe, 1]) / np.sqrt(h))
assert err_position[1] < 0.1 * err_position[0]
assert err_position[2] < 0.1 * err_position[1]
# remaining error: finite supercell, exponentially small in its length
assert err_position[2] < 1e-4

# ---------- no self-consistency for the k derivative ----------
MESHES = (2, 4, 8, 16)
STEP = 1e-3
potential_slopes = []
for nk in MESHES:
    start = 0.25 * b / nk
    dv = (self_consistent_potential(nk, start + STEP)
          - self_consistent_potential(nk, start - STEP)) / (2 * STEP)
    potential_slopes.append(np.max(abs(dv)))
assert potential_slopes[0] > potential_slopes[1] > potential_slopes[2]
assert potential_slopes[3] < 1e-6

v_plus = self_consistent_potential(NK, k0 + DK)
v_minus = self_consistent_potential(NK, k0 - DK)
fd = qc @ (valence_projector(k0 + DK, v_plus)
           - valence_projector(k0 - DK, v_minus)) @ uv / (2 * DK)
err_rescf = relative(fd, X)
assert err_rescf < 1e-5

mesh_data = []
density_slope = np.zeros(M)
for k in k_mesh(NK, k0):
    ek, uk, qk, Xk = k_derivative(k, v)
    uk = uk[:, :NV]
    mesh_data.append((bloch_hamiltonian(k, v)[0], ek, uk, qk, Xk))
    density_slope += 4 * np.sum((uk.conj() * Xk).real, axis=1) / (NK * h)
one_k_slope = np.max(abs(4 * np.sum((uv.conj() * X).real, axis=1) / h))
zone_slope = np.max(abs(density_slope))
assert one_k_slope > 1e-3 and zone_slope < 1e-6


# ---------- electric field: here the density does respond ----------
def field_density(dv):
    """First-order density per unit field for perturbation x + dv."""
    dn = np.zeros(M)
    for hk, ek, uk, qk, Xk in mesh_data:
        rhs = -(1j * Xk + qk @ (dv[:, None] * uk))
        Y = solve_projected(hk, ek, uk, rhs)
        dn += 4 * np.sum((uk.conj() * Y).real, axis=1) / (NK * h)
    return dn


dn_frozen = field_density(np.zeros(M))
dn_scf = dn_frozen.copy()
iterations = 0
for iterations in range(1, 201):
    dn_new = field_density(g * dn_scf)
    change = np.max(abs(dn_new - dn_scf))
    dn_scf = dn_scf + 0.7 * (dn_new - dn_scf)
    if change < 1e-10:
        break
assert change < 1e-10

CELLS, FIELD, SMOOTH = 13, 5e-4, 1.5
x, index, base = supercell(CELLS)
half = CELLS * a / 2
ramp = (x - half * (1 + erf((x - half) / SMOOTH))
        + half * (1 - erf((x + half) / SMOOTH)))


def supercell_density(field, update):
    vs = v[index].copy()
    for _ in range(200):
        occ = occupied(base + np.diag(vs + field * ramp), CELLS)
        n = 2 * np.sum(occ**2, axis=1) / h
        residual = v_ext[index] + g * n - vs
        if not update or np.max(abs(residual)) < 1e-11:
            return n
        vs = vs + 0.7 * residual
    raise RuntimeError("supercell self-consistency not reached")


middle = abs(x) < a / 2
err_field = []
for update, dn in ((False, dn_frozen), (True, dn_scf)):
    finite = (supercell_density(FIELD, update)
              - supercell_density(-FIELD, update)) / (2 * FIELD)
    err_field.append(relative(finite[middle], dn[index][middle]))
# errors: finite field and finite supercell
assert max(err_field) < 1e-3
field_change = relative(dn_frozen, dn_scf)
assert field_change > 1e-2

# ---------- numbers for the worked example ----------
norms = np.linalg.norm(X, axis=0)
x_cv = abs(np.vdot(u[:, NV], 1j * X[:, 1]))
velocity_cv = abs(np.vdot(u[:, NV], dham @ uv[:, 1]))
assert abs(x_cv - velocity_cv / (e[NV] - e[1])) < 1e-9

print(f"lattice constant a = {a:.1f} bohr; grid points per cell = {M}")
print(f"v_ext: A2 = {A2:.1f}, A1 = {A1:.1f} hartree; phase = {PHASE:.1f} rad")
print(f"density coupling g = {g:.1f} hartree bohr")
print(f"nonlocal strength D = {D:.1f} hartree")
print(f"Gaussian width = {WIDTH:.1f} bohr, centre = {CENTRE:.1f} bohr")
print(f"filled bands = {NV}; k points in ground state = {NK}")
print(f"k0 = {k0:.6f} 1/bohr = {k0 / b:.2f} x 2 pi/a")
print(f"band gap = {gap:.5f} hartree = {gap * HARTREE_IN_EV:.3f} eV")
print(f"valence width = {valence_width:.5f} hartree")
for n in range(NV + 1):
    print(f"energy of band {n + 1} at k0 = {e[n]:.6f} hartree")
for n in range(NV):
    print(f"slope de/dk of band {n + 1} = {slope[n]:.6f} hartree bohr")
for n in range(NV):
    print(f"norm of X, band {n + 1} = {norms[n]:.6f} bohr"
          f" = {norms[n] * BOHR_IN_ANGSTROM:.6f} angstrom")
print(f"|<u3|dH/dk|u2>| = {velocity_cv:.6f} hartree bohr")
print(f"|<u3|i X2>| = {x_cv:.6f} bohr")
print(f"share of band 3 in norm^2 of X2 = {(x_cv / norms[1])**2:.4f}")
print(f"rel. error, X vs projector differences = {err_projector:.1e}")
print(f"norm of full du2/dk, aligned phase = {full_norms[0]:.5f} bohr")
print(f"same, added phase slope {GAMMA:.1f} bohr = {full_norms[1]:.5f} bohr")
print(f"touching bands: splitting = {splitting:.1e} hartree")
print(f"touching bands: rel. error of X = {err_touch:.1e}")
for n in range(NV):
    print(f"error without nonlocal term, band {n + 1}"
          f" = {100 * err_kin[n]:.2f} percent")
for cells, err in zip(SIZES, err_position):
    print(f"P_c x psi vs exp(ikx) i X, {cells} cells: rel. error {err:.1e}")
print(f"at x = {x_cell[6]:.2f} bohr, |P_c x psi2|"
      f" = {probe_values[0]:.6f} bohr^(1/2)")
print(f"at the same x, |i X2| = {probe_values[1]:.6f} bohr^(1/2)")
for nk, value in zip(MESHES, potential_slopes):
    print(f"max |dv/dk|, all k shifted, {nk} k points:"
          f" {value:.1e} hartree bohr")
print(f"rel. error of X vs repeated self-consistency = {err_rescf:.1e}")
print(f"max |dn_k/dk| at k0 alone = {one_k_slope:.5f} (dimensionless)")
print(f"max |dn/dk| after zone average = {zone_slope:.1e} (dimensionless)")
print(f"max |dn/dE|, frozen potential = {np.max(abs(dn_frozen)):.5f} a.u.")
print(f"max |dn/dE|, self-consistent = {np.max(abs(dn_scf)):.5f} a.u.")
print(f"frozen vs self-consistent dn/dE: {100 * field_change:.2f} percent")
print(f"iterations for the field response = {iterations}")
print(f"finite-field supercell: {CELLS} cells, E = {FIELD:.1e} a.u.")
print(f"rel. error, frozen response = {err_field[0]:.1e}")
print(f"rel. error, self-consistent response = {err_field[1]:.1e}")
print("no test failed")
```

It prints:

```
lattice constant a = 4.0 bohr; grid points per cell = 25
v_ext: A2 = 2.0, A1 = 0.3 hartree; phase = 0.6 rad
density coupling g = 0.3 hartree bohr
nonlocal strength D = 0.4 hartree
Gaussian width = 0.5 bohr, centre = 0.9 bohr
filled bands = 2; k points in ground state = 16
k0 = 0.471239 1/bohr = 0.30 x 2 pi/a
band gap = 1.42378 hartree = 38.743 eV
valence width = 0.85815 hartree
energy of band 1 at k0 = 0.083171 hartree
energy of band 2 at k0 = 0.785829 hartree
energy of band 3 at k0 = 2.724925 hartree
slope de/dk of band 1 = 0.102346 hartree bohr
slope de/dk of band 2 = -0.337450 hartree bohr
norm of X, band 1 = 0.302257 bohr = 0.159948 angstrom
norm of X, band 2 = 0.467654 bohr = 0.247472 angstrom
|<u3|dH/dk|u2>| = 0.888350 hartree bohr
|<u3|i X2>| = 0.458126 bohr
share of band 3 in norm^2 of X2 = 0.9597
rel. error, X vs projector differences = 5.1e-09
norm of full du2/dk, aligned phase = 0.76037 bohr
same, added phase slope 3.0 bohr = 3.09486 bohr
touching bands: splitting = 3.3e-14 hartree
touching bands: rel. error of X = 3.9e-09
error without nonlocal term, band 1 = 3.88 percent
error without nonlocal term, band 2 = 11.24 percent
P_c x psi vs exp(ikx) i X, 5 cells: rel. error 8.4e-03
P_c x psi vs exp(ikx) i X, 11 cells: rel. error 1.4e-04
P_c x psi vs exp(ikx) i X, 21 cells: rel. error 9.4e-09
at x = 0.96 bohr, |P_c x psi2| = 0.144919 bohr^(1/2)
at the same x, |i X2| = 0.144919 bohr^(1/2)
max |dv/dk|, all k shifted, 2 k points: 2.1e-02 hartree bohr
max |dv/dk|, all k shifted, 4 k points: 5.7e-04 hartree bohr
max |dv/dk|, all k shifted, 8 k points: 2.9e-07 hartree bohr
max |dv/dk|, all k shifted, 16 k points: 1.8e-12 hartree bohr
rel. error of X vs repeated self-consistency = 5.1e-09
max |dn_k/dk| at k0 alone = 0.29358 (dimensionless)
max |dn/dk| after zone average = 3.6e-12 (dimensionless)
max |dn/dE|, frozen potential = 0.51497 a.u.
max |dn/dE|, self-consistent = 0.43761 a.u.
frozen vs self-consistent dn/dE: 17.68 percent
iterations for the field response = 15
finite-field supercell: 13 cells, E = 5.0e-04 a.u.
rel. error, frozen response = 3.5e-08
rel. error, self-consistent response = 3.5e-08
no test failed
```
